\section*{Dirac levels with mixed scalar and vector Coulomb coupling}

\section*{The problem}

A particle of mass $m$ and spin $1/2$ moves in two attractive Coulomb fields. One is a Lorentz scalar and adds to the mass; the other is the time component of a vector and adds to the energy. In units $\hbar=c=1$,
\begin{equation}
H=\boldsymbol\alpha\cdot\mathbf p+\beta M(r)+V(r),\qquad M=m-\frac{a_s}{r},\qquad V=-\frac{a_v}{r},
\end{equation}
with $a_s,a_v\ge 0$, not both zero. The fields are static and the source is a point; radiative corrections and recoil are left out. Numerical energies are in units of $mc^2$ and lengths in units of $\hbar/(mc)$.

Two-component spinors $\chi_\kappa$ of definite $j$ and parity satisfy $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$, with $\kappa=\pm1,\pm2,\dots$ and $\kappa=-1$ for $s_{1/2}$. Their phases are chosen so that $\sigma_r\chi_\kappa=-\chi_{-\kappa}$, where $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$.

\section*{(a) Radial equations and behaviour at the origin}

\textbf{Question.} Write $\psi=r^{-1}(P\chi_\kappa,\ iQ\chi_{-\kappa})$. Derive the equations for $P$ and $Q$, and find the powers of $r$ with which they can start at the origin.

\textbf{Answer.} From $\sigma_r(\boldsymbol\sigma\cdot\mathbf p)=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)$ and $\sigma_r^2=1$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\end{equation}
Acting on the two components, this gives
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa&=\frac ir\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa},\\
\boldsymbol\sigma\cdot\mathbf p\,\frac{iQ}{r}\chi_{-\kappa}&=-\frac1r\left(Q'-\frac{\kappa}{r}Q\right)\chi_\kappa .
\end{align}
The lower and upper rows of $H\psi=E\psi$ then read
\begin{align}
P'&=-\frac{\kappa}{r}P+\left[E+m+\frac{a_v-a_s}{r}\right]Q,\label{P}\\
Q'&=\frac{\kappa}{r}Q+\left[m-E-\frac{a_s+a_v}{r}\right]P.\label{Q}
\end{align}
Near $r=0$ the $1/r$ terms dominate, and $y=(P,Q)^T$ obeys $ry'=Ay$ with
\begin{equation}
A=\begin{pmatrix}-\kappa&a_v-a_s\\-(a_s+a_v)&\kappa\end{pmatrix},\qquad
A^2=(\kappa^2+a_s^2-a_v^2)\,\mathbf 1 .
\end{equation}
The off-diagonal entries of $A^2$ vanish because $A$ has zero trace. The powers are therefore $r^{\pm\gamma}$ with
\begin{equation}
\gamma=\sqrt{\kappa^2+a_s^2-a_v^2}.
\end{equation}
Take $\gamma$ real and positive until part (f). The norm is $\int(P^2+Q^2)\,dr$, so $r^{-\gamma}$ is excluded by normalizability when $\gamma\ge1/2$. When $0<\gamma<1/2$ both powers are integrable, and starting with $r^{\gamma}$ is a boundary condition that we impose.

\section*{(b) Quantization}

\textbf{Question.} For $-m<E<m$, find the condition under which the solution starting as $r^\gamma$ is normalizable. Treat the nodeless case with care.

\textbf{Answer.} Let $\lambda=\sqrt{m^2-E^2}$. Far out, solutions behave as $e^{\pm\lambda r}$ up to powers. To separate the two behaviours, set
\begin{equation}
P=\sqrt{m+E}\,(F+G),\qquad Q=\sqrt{m-E}\,(G-F),
\end{equation}
and define
\begin{equation}
\nu=\frac{a_sm+a_vE}{\lambda},\qquad \mu=\frac{a_vm+a_sE}{\lambda}.
\end{equation}
These satisfy $\mu+\nu=(a_s+a_v)(m+E)/\lambda$ and $\mu-\nu=(a_v-a_s)(m-E)/\lambda$. With $u=F+G$ and $w=G-F$, equations (\ref{P}) and (\ref{Q}) become
\begin{align}
u'&=-\frac\kappa r u+\left[\lambda+\frac{\mu-\nu}{r}\right]w,&
w'&=\frac\kappa r w+\left[\lambda-\frac{\mu+\nu}{r}\right]u .
\end{align}
Half the difference and half the sum are
\begin{align}
F'&=\left(-\lambda+\frac\nu r\right)F+\frac{\mu-\kappa}{r}G,&
G'&=\left(\lambda-\frac\nu r\right)G-\frac{\mu+\kappa}{r}F .
\end{align}
Insert $F=e^{-\lambda r}r^\gamma\sum_j f_jr^j$ and $G=e^{-\lambda r}r^\gamma\sum_j g_jr^j$, with $g_{-1}=0$. Equal powers give
\begin{align}
(\gamma+j-\nu)f_j&=(\mu-\kappa)g_j,\label{r1}\\
(\gamma+j+\nu)g_j+(\mu+\kappa)f_j&=2\lambda g_{j-1}.\label{r2}
\end{align}
Multiply (\ref{r2}) by $\gamma+j-\nu$ and use (\ref{r1}). The factor of $g_j$ is $(\gamma+j)^2-\nu^2+\mu^2-\kappa^2$. Since $\nu^2-\mu^2=-(\mu+\nu)(\mu-\nu)=a_s^2-a_v^2$, this equals $(\gamma+j)^2-\gamma^2$, and
\begin{equation}
j(j+2\gamma)\,g_j=2\lambda(\gamma+j-\nu)\,g_{j-1}.\label{rec}
\end{equation}
If the series does not end, $g_j/g_{j-1}$ approaches $2\lambda/j$. The sum then outgrows $e^{2\lambda(1-\epsilon)r}$ for any small $\epsilon>0$, which defeats the prefactor $e^{-\lambda r}$. There are two ways to avoid this.

If $g_0\ne0$, the series must end, so $\nu=\gamma+n$ with $n=1,2,\dots$ Then $g_n=0$, and (\ref{r2}) gives $f_n=2\lambda g_{n-1}/(\mu+\kappa)$. The denominator is not zero, because $\mu^2-\kappa^2=\nu^2-\gamma^2>0$. Both signs of $\kappa$ are allowed.

If $g_0=0$, then $f_0\ne0$, and (\ref{r1}) and (\ref{r2}) at $j=0$ require $\nu=\gamma$ and $\mu=-\kappa$. All other coefficients vanish. This is $n=0$, with $G=0$. The relation $\nu=\gamma$ alone would also permit $\mu=\kappa$, but then $g_0=-\kappa f_0/\gamma\ne0$, the factor $\gamma+j-\nu=j$ in (\ref{rec}) never vanishes, and the solution grows.

The condition is thus
\begin{equation}
N\lambda=a_sm+a_vE,\qquad N=n+\gamma,\qquad n=0,1,2,\dots,\label{quant}
\end{equation}
with the further requirement $\mu=-\kappa$ for $n=0$.

\section*{(c) The levels}

\textbf{Question.} Solve for $E$, state which roots are levels, and interpret them at weak coupling.

\textbf{Answer.} Squaring (\ref{quant}) gives
\begin{equation}
(N^2+a_v^2)E^2+2a_sa_vmE+(a_s^2-N^2)m^2=0 .
\end{equation}
A quarter of the discriminant is $m^2[a_s^2a_v^2-(N^2+a_v^2)(a_s^2-N^2)]=m^2N^2R^2$, where
\begin{equation}
R^2=N^2+a_v^2-a_s^2=n^2+2n\gamma+\kappa^2>0 .
\end{equation}
Hence
\begin{equation}
E_\pm=m\,\frac{-a_sa_v\pm NR}{N^2+a_v^2}.\label{E}
\end{equation}
Squaring can add false roots, since (\ref{quant}) needs a positive right-hand side. Substitution gives
\begin{equation}
a_sm+a_vE_\pm=\frac{mN(a_sN\pm a_vR)}{N^2+a_v^2}.
\end{equation}
The upper root always passes. The lower root needs $a_sN>a_vR$, and because
\begin{equation}
a_s^2N^2-a_v^2R^2=(a_s^2-a_v^2)(N^2+a_v^2),
\end{equation}
this means $a_s>a_v$. The sign of $\mu$ follows from
\begin{equation}
a_vm+a_sE_\pm=\frac{mR(a_vR\pm a_sN)}{N^2+a_v^2},
\end{equation}
which is positive for the upper root and negative for an allowed lower root. With $\mu=-\kappa$, the $n=0$ level lies on the upper branch for $\kappa<0$ and on the lower branch for $\kappa>0$. For $n\ge1$ each existing branch has levels for both signs of $\kappa$.

At weak coupling $E$ is near $m$ or $-m$, and (\ref{quant}) gives $\lambda\simeq(a_s\pm a_v)m/N$. To leading order,
\begin{equation}
E_\pm\simeq\pm m\left[1-\frac{(a_s\pm a_v)^2}{2N^2}\right].
\end{equation}
A lower level at $E_-$ describes an antiparticle of energy $-E_-$. The scalar field attracts particle and antiparticle alike, while the vector field attracts the first and repels the second. The antiparticle is bound when the scalar coupling is the larger.

For $a_s=0$, (\ref{E}) reduces to $E=mN/\sqrt{N^2+a_v^2}$, the Sommerfeld formula. For $a_s=a_v=a$, one has $\gamma=|\kappa|$ and $R=N$, so $E_+=m(N^2-a^2)/(N^2+a^2)$, and there is no lower branch.

\section*{(d) Pure scalar coupling: symmetry}

\textbf{Question.} Set $a_v=0$. In what sense is the spectrum symmetric about zero? List the levels with $n\le2$ for $a_s=1$, $|\kappa|=1$, and compare them with the case $a_v=0.5$.

\textbf{Answer.} Now $R^2=N^2-a_s^2$, and
\begin{equation}
E=\pm m\sqrt{1-\frac{a_s^2}{N^2}},\qquad N=n+\sqrt{\kappa^2+a_s^2}.\label{scalar}
\end{equation}
The symmetry can be seen before solving. With $a_v=0$, exchanging $P$ and $Q$ in (\ref{P}) and (\ref{Q}) gives the same equations with $\kappa\to-\kappa$ and $E\to-E$. In four-component form,
\begin{equation}
\Gamma=\beta\gamma_5=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad
\Gamma\alpha_i=-\alpha_i\Gamma,\qquad \Gamma\beta=-\beta\Gamma ,
\end{equation}
so $\Gamma H\Gamma^{-1}=-H$. A vector potential commutes with $\Gamma$ and breaks this relation.

The pairing is $(\kappa,E)\leftrightarrow(-\kappa,-E)$. The whole spectrum is symmetric, but the levels of one $\kappa$ are not: its $n=0$ level has no partner within the same $\kappa$. For $a_s=1$ and $|\kappa|=1$, $\gamma=\sqrt2=1.4142$. At $n=0$, $|E|=\sqrt{1-1/2}=0.7071$; at $n=1$, $N=2.4142$ and $|E|=0.9102$. For the mixed case $\gamma=\sqrt{1+1-0.25}=1.3229$, and at $n=0$, where $R=1$,
\begin{equation}
E_\pm=\frac{-0.5\pm1.3229}{1.75+0.25}=0.4114,\ -0.9114 .
\end{equation}
The levels are as follows.
\begin{center}
\begin{tabular}{cccc}
$n$ & $\kappa$ & $a_v=0$ & $a_v=0.5$\\ \hline
0 & $-1$ & $0.7071$ & $0.4114$\\
0 & $+1$ & $-0.7071$ & $-0.9114$\\
1 & $\pm1$ & $\pm0.9102$ & $0.7983,\ -0.9754$\\
2 & $\pm1$ & $\pm0.9561$ & $0.8998$ (upper)
\end{tabular}
\end{center}
In the last two rows both energies belong to each $\kappa$; for $n=2$, $a_v=0.5$ only the upper one is listed. The vector field lowers every level shown. A particle is thereby bound more deeply, and an antiparticle, whose energy is $-E$, less deeply.

\section*{(e) Pure scalar coupling: absence of collapse}

\textbf{Question.} Show that no value of $a_s$ makes the pure scalar problem collapse. Find the mean radius of the lowest positive-energy state and explain its behaviour at strong coupling.

\textbf{Answer.} Collapse would show itself as an imaginary $\gamma$, as particle and antiparticle levels meeting at $E=0$, or as the lowest positive-energy state shrinking to a point. None of these happens.

First, $\gamma=\sqrt{\kappa^2+a_s^2}>|\kappa|\ge1$. The exponent is real, and normalizability selects $r^\gamma$ with no added boundary condition.

Second, $|E|$ in (\ref{scalar}) grows with $N$, whose smallest value is $\sqrt{1+a_s^2}$. Therefore
\begin{equation}
|E|\ge\frac{m}{\sqrt{1+a_s^2}}>0 .
\end{equation}
The levels of opposite sign approach each other as $a_s\to\infty$ but do not meet at finite $a_s$.

Third, consider the size of the lowest state; (\ref{quant}) gives $\lambda=a_sm/N$. For $n=0$, $\kappa=-1$, we have $G=0$, and the density is proportional to $r^{2\gamma}e^{-2\lambda r}$. The ratio of two gamma-function integrals is
\begin{equation}
\langle r\rangle=\frac{2\gamma+1}{2\lambda}=\frac{\gamma(2\gamma+1)}{2a_sm}>\frac{3}{2m},
\end{equation}
because $\gamma>a_s$ and $\gamma>1$. The bound is not attained. Setting the derivative with respect to $a_s$ to zero, with $d\gamma/da_s=a_s/\gamma$, gives $2\gamma^3-4\gamma-1=0$, which has one root above $\gamma=1$. Numerical minimization puts the minimum at $a_s=1.15$, where $\langle r\rangle=2.68$.
\begin{center}
\begin{tabular}{cccc}
$a_s$ & $E$ & $\lambda$ & $\langle r\rangle$\\ \hline
0.5 & 0.894 & 0.447 & 3.62\\
1 & 0.707 & 0.707 & 2.71\\
2 & 0.447 & 0.894 & 3.06\\
5 & 0.196 & 0.981 & 5.71\\
10 & 0.100 & 0.995 & 10.60
\end{tabular}
\end{center}
At weak coupling $\langle r\rangle\simeq3/(2a_sm)$, the nonrelativistic value. At strong coupling $\langle r\rangle\simeq a_s/m$, and the state moves outwards.

The energy balance points to the reason. Multiply the equation for $EP$ by $P$ and that for $EQ$ by $Q$, add, and integrate with unit norm:
\begin{equation}
E=\int\left[M(P^2-Q^2)+\frac{2\kappa}{r}PQ+QP'-PQ'\right]dr .
\end{equation}
For $G=0$, $Q/P=-\sqrt{(m-E)/(m+E)}$ is constant and the derivative terms cancel. Also $P^2-Q^2=(E/m)(P^2+Q^2)$ and $\langle1/r\rangle=\lambda/\gamma=a_sm/\gamma^2$. The mass term contributes
\begin{equation}
\frac Em\left(m-\frac{a_s^2m}{\gamma^2}\right)=\frac{E}{\gamma^2}\qquad(\kappa=-1).
\end{equation}
Its share of $E$ is $\langle M\rangle/m=1/\gamma^2$, which vanishes at strong coupling, and the rest is the angular term $(\lambda/m)\langle1/r\rangle=a_s^2m/\gamma^3\simeq m/a_s$. The mean of $M$ is small because the state sits where $M$ changes sign, at $r=a_s/m$. Indeed, with $E\ll m$ one has $Q\simeq-(1-E/m)P$, and (\ref{P}) for $\kappa=-1$ becomes $P'\simeq(-M+1/r-E+EM/m)P$ to first order in $E/m$. Since $E\simeq m/a_s$, we have $EM/m\simeq E-1/r$, and the three corrections cancel at this order. Thus $P'\simeq-MP$ and $P\propto r^{a_s}e^{-mr}$, the strong-coupling limit of the exact $r^{\gamma}e^{-\lambda r}$. The function grows where $M<0$ and decays where $M>0$. The exact density peaks at $r=\gamma/\lambda=a_s/m+1/(a_sm)$, so the state follows the zero of $M$ outwards as $a_s$ grows.

\section*{(f) Where a vector field causes collapse, and its cure}

\textbf{Question.} What happens when $a_v^2>\kappa^2+a_s^2$? Show how the levels respond when an inner cutoff is reduced. Then treat $a_v=1.2$ without a scalar field and with $a_s=1$.

\textbf{Answer.} Now $A^2=-\sigma^2\mathbf 1$ with $\sigma=\sqrt{a_v^2-\kappa^2-a_s^2}$. In $x=\ln r$ the solution near the origin is
\begin{equation}
y(x)=\left[\cos\sigma(x-x_0)+\frac A\sigma\sin\sigma(x-x_0)\right]y(x_0).
\end{equation}
It oscillates without end as $r\to0$. Both solutions are square integrable there, and neither is preferred.

Fix $Q/P$ at a small radius $\varepsilon$ and write $P=\rho\cos\theta$, $Q=\rho\sin\theta$. At small $r$,
\begin{equation}
\frac{d\theta}{dx}=\kappa\sin2\theta-a_v-a_s\cos2\theta<0,
\end{equation}
because $a_v>\sqrt{\kappa^2+a_s^2}$. After a step $\Delta x=\pi/\sigma$ the solution returns to $-y$, so $\theta$ has fallen by $\pi$.

The energy dependence follows by differentiating (\ref{P}) and (\ref{Q}) with respect to $E$:
\begin{equation}
\frac{d}{dr}\left(P\,\partial_EQ-Q\,\partial_EP\right)=-(P^2+Q^2),\qquad
\partial_E\theta=\frac{P\,\partial_EQ-Q\,\partial_EP}{\rho^2}.
\end{equation}
At a fixed matching radius, the angle $\theta_{\rm out}$ of the solution started at $\varepsilon$ falls with $E$, and the angle $\theta_{\rm in}$ of the solution decaying at infinity rises. A level occurs when $\theta_{\rm out}-\theta_{\rm in}$ is a multiple of $\pi$. Reducing $\varepsilon$ also lowers $\theta_{\rm out}$, so the levels move down. Each reduction by the factor $e^{-\pi/\sigma}$ carries one more level of the given $\kappa$ below any fixed energy in the gap, in every channel with $a_v^2>\kappa^2+a_s^2$, provided $\varepsilon$ is small enough for the $1/r$ terms to dominate. The point-source limit does not exist; this is the collapse.

For $a_v=1.2$, $a_s=0$, $|\kappa|=1$, $\sigma=\sqrt{0.44}=0.663$ and the factor is $0.0088$. Adding $a_s=1$ gives $\gamma=\sqrt{1+1-1.44}=0.748$, which is real and above $1/2$. The lowest level is
\begin{equation}
E_+=\frac{-1.2+0.7483}{0.56+1.44}=-0.226,
\end{equation}
followed, within $|\kappa|=1$, by $0.460$ and $0.731$ for $n=1,2$. There is no lower branch, since $a_s<a_v$. The negative sign of the first energy is not a collapse. At $n=0$, $E_+=0$ requires $|\kappa|\gamma=a_sa_v$, or $(\kappa^2+a_s^2)(\kappa^2-a_v^2)=0$, so this level crosses zero at $a_v=|\kappa|$, while $\gamma$ is still real if $a_s>0$.

The exponent is real in all channels when $a_v^2<1+a_s^2$; for $a_s=1$ the limit is $a_v=1.414$. Normalizability alone fixes the solution in all channels under the stricter condition $a_v^2\le\tfrac34+a_s^2$. Between the two, the levels (\ref{E}) belong to the chosen behaviour $r^\gamma$.

Numerical values quoted here were computed with a short program.
